How High a Nucleation Barrier Keeps a Growth Mask Clean?

**Question.** In selective epitaxy a crystal should grow in the openings of a mask and not on the mask itself. Suppose that nuclei form on the mask with a rate prefactor of 10²⁰ cm⁻² s⁻¹, and that growth lasts 100 s at 900 K. How high must the nucleation barrier be if the mask is to carry, on average, one nucleus per cm² at the end? How does the answer move when the conditions change?

**Answer.** The barrier must be about 3.9 eV. It depends weakly on the prefactor, the time and the tolerated density, which enter through a logarithm. Read the other way, the density depends very strongly on the barrier, and therefore on the supersaturation.

**The estimate**

Let J be the number of stable nuclei formed per unit area and time, and write

J = J₀ exp(−W/kT).

Here J₀ is the prefactor and W is the barrier, meaning the reversible work needed to form the critical nucleus from the vapour under the growth conditions. Assume a uniform mask and a steady vapour, and let the nuclei cover a negligible part of the surface. The mean density after time t is then

N = Jt = J₀t exp(−W/kT).

Dividing by J₀t, taking the logarithm and multiplying by −kT gives

W = kT ln(J₀t/N).

The argument is a pure number, 10²⁰ × 100 / 1 = 10²², whose logarithm is 50.657. At 900 K the thermal energy is kT = 0.07756 eV, so

W = 0.07756 eV × 50.657 = 3.929 eV,

or 0.1444 hartree. This is the barrier for a mean density of one; a higher barrier leaves fewer nuclei. The permitted rate is 0.01 cm⁻² s⁻¹, which is 22 powers of ten below the prefactor.

A factor of ten in J₀, in t or in 1/N shifts the required barrier by

kT ln 10 = 0.179 eV.

If the prefactor is known to within a factor of ten either way, the barrier is thus fixed to about ±0.18 eV, and the third decimal above has meaning only for the stated inputs. In the opposite direction, a barrier lower by 0.1 eV multiplies the density by exp(0.1/0.07756) ≈ 3.6.

**Why the rate has this form**

A cluster of n atoms on the mask gains single atoms at a frequency w, taken here to be independent of n, and loses them at a frequency d(n). Let c(n) be the density of such clusters and G(n) the work of forming one. The net flux from size n to size n+1 is

J = w c(n) − d(n+1) c(n+1).

In equilibrium with the vapour the densities would be

e(n) = Nₛ exp[−G(n)/kT],

where Nₛ is the density of sites, and each net flux would vanish. Detailed balance therefore requires

w e(n) = d(n+1) e(n+1).

Using this to eliminate d(n+1) gives

J = w e(n) [c(n)/e(n) − c(n+1)/e(n+1)].

In the steady state J is the same for every n. Divide by w e(n) and sum from n = 1 to M−1. The brackets cancel in pairs, leaving

J Σ 1/[w e(n)] = c(1)/e(1) − c(M)/e(M).

Assume that single atoms exchange rapidly with the vapour, so that c(1) = e(1). Clusters that reach a size M far beyond the critical one are counted as nuclei and removed from the chain, so c(M) = 0. The right side is then 1, and

1/J = [1/(wNₛ)] Σ exp[G(n)/kT].

The sum is a series of resistances, and the largest ones lie at the top of the barrier. Let G have its maximum W at the critical size n_c, with curvature G″ < 0. Near the top,

G(n) ≈ W − ½|G″|(n − n_c)².

If the top is many atoms wide, the sum may be replaced by a Gaussian integral:

Σ exp[G(n)/kT] ≈ exp(W/kT) √(2πkT/|G″|) = exp(W/kT)/Z,

with the Zeldovich factor

Z = √[|G″|/(2πkT)].

Hence

J = Z w Nₛ exp(−W/kT), J₀ = Z w Nₛ.

The prefactor is a site density times an attachment frequency, reduced by Z because clusters near the top wander back and forth before they grow or dissolve. The derivation assumes that W is much larger than kT. When the two are comparable there is no narrow bottleneck, and the Gaussian step is no longer justified.

The formula N = Jt also supposes that the steady flux is present from the start. If the mask begins with single atoms and no larger clusters, the flux J_out(t) that arrives at size M first has to build up. Define the lag τ by

Jτ = ∫₀^∞ [J − J_out(t′)] dt′.

Once the flux has settled, the number that has arrived is

N = ∫₀ᵗ J_out(t′) dt′ = J(t − τ).

The estimate therefore needs τ ≪ t. For growth pulses as short as τ it would overstate the density.

**What such a barrier means for a cluster**

Take a compact nucleus whose shape does not change as it grows. It may be rounded or facetted. Each of its faces has an area proportional to n^(2/3), so the work is

G(n) = −nD + A n^(2/3).

D > 0 is the free energy gained per atom on passing from vapour to crystal. A collects the energies of the free facets and of the contact with the mask, less the energy of the mask surface that is covered. Energies of edges and corners are left out. A mask to which the crystal adheres poorly has a larger A.

At the maximum the derivative vanishes:

−D + (2/3)A n_c^(−1/3) = 0, so A = (3/2)D n_c^(1/3).

Inserting this A into G(n_c) gives

W = −n_cD + (3/2)n_cD = n_cD/2.

The condition also gives n_c = 8A³/(27D³), and therefore

W = 4A³/(27D²).

The second derivative at the top is

G″ = −(2/9)A n_c^(−4/3) = −D/(3n_c),

so that

Z = √[D/(6πkT n_c)].

For a model with round parameters, let D = 0.2 eV per atom and Nₛ = 10¹⁵ cm⁻². The required barrier then implies

n_c = 2 × 3.929/0.2 = 39.3 atoms,

A = (27WD²/4)^(1/3) = (27 × 3.929 × 0.04/4)^(1/3) eV = 1.02 eV,

Z = √[0.2/(6π × 0.07756 × 39.3)] = 0.059.

The attachment frequency that reproduces the stated prefactor is

w = J₀/(ZNₛ) = 10²⁰/(0.0590 × 10¹⁵) s⁻¹ = 1.7 × 10⁶ s⁻¹.

The Gaussian has a standard deviation of 1/(Z√(2π)) ≈ 6.8 atoms. This is several atoms wide and yet well below n_c, as the integral requires.

The rate equations of this chain can also be solved numerically without the Gaussian step, by elimination in the tridiagonal linear system for c(n), with clusters removed at 150 atoms. The steady flux is 1.0006 times that of the rate law, and the lag is 1.9 × 10⁻⁴ s, negligible beside 100 s. The lag includes the time to grow from the critical size to the size of removal, so it lengthens when that size is chosen larger. For this model, then, neither approximation matters at the accuracy of the estimate. The comparison does not show that the assumed G(n) describes a real cluster of 39 atoms, for which a smooth surface energy is itself an approximation. The model also leaves out the reaction of precursors on the mask, etching, and the loss of atoms to nearby openings, so its short lag is no prediction of the delay before nuclei appear in a real process.

**How sharply selectivity is lost**

Let the driving energy rise from D to rD while A, w and Nₛ stay fixed. The barrier falls to W/r². Since n_c varies as D⁻³, the ratio D/n_c varies as D⁴ and Z as D². The rate therefore grows by the factor

J(rD)/J(D) = r² exp[(W/kT)(1 − 1/r²)].

For a rise of 5%, r² = 1.1025 and 1 − 1/r² = 0.0930. The exponential is exp(50.657 × 0.0930) ≈ 111, and the factor r² brings the gain to 122. The numerical chain gives 122 as well. One nucleus per cm² has become more than a hundred.

For small changes the same result reads

d ln J/d ln D = 2W/kT + 2 ≈ 103.

Near the working point the rate thus behaves like the 103rd power of the driving energy. The large exponent comes from W/kT, which the demand for a clean mask has itself fixed at about 51. As long as w stays fixed and the critical nucleus holds more than a few atoms, another choice of A and D that just meets the demand with the same J₀t/N gives the same steepness.

If D is raised through the vapour pressure at constant temperature, the density of single atoms on the mask rises too, by exp[(r − 1)D/kT] = exp(0.01/0.07756) ≈ 1.14. When nuclei are fed by these atoms, w rises by the same factor, and the gain becomes about 122 × 1.14 ≈ 140. This adds D/kT to the exponent, raising it from 103 to about 106 here and by more when D is larger. For the present values the correction is small beside the change of the barrier.

**Temperature**

Two questions about temperature have to be kept apart. The first is how the required barrier changes. At fixed J₀, t and N it is proportional to T, so at 950 K it is 3.929 × 950/900 ≈ 4.15 eV.

The second is what happens to the density if the barrier stays at its old value. Put L = ln(J₀t/N) = W/kT. At a new temperature T′ the exponent is W/kT′ = LT/T′, and

N′ = J₀t exp(−LT/T′) = N exp[L(1 − T/T′)],

where the last step uses J₀t = N exp(L). For T′ = 950 K this gives exp(50.657 × 0.0526) ≈ 14 nuclei per cm².

The barrier need not stay fixed, because D can change with temperature, for example when the vapour pressure is held constant. This also affects what an Arrhenius plot measures. With β = 1/kT and constant J₀, its slope gives the apparent energy

−d ln J/dβ = d(βW)/dβ = W + β dW/dβ = W − T dW/dT.

The apparent energy equals the barrier if W does not vary with temperature. If heating lowers D at fixed A, then W = 4A³/(27D²) rises, and the apparent energy is smaller than W. Since d ln W/d ln T = −2 d ln D/d ln T, it becomes negative when D falls faster than T^(−1/2). A hotter mask then collects fewer nuclei, although each nucleus still has a barrier to cross.

**A mean of one is not a clean mask**

The density N is an average. Divide an area S into m small patches, each of which independently holds a nucleus with probability NS/m. The probability that all are empty is

(1 − NS/m)^m → exp(−NS) for large m.

With N = 1 cm⁻² and S = 1 cm², this is 0.368, so nearly two out of three such areas carry at least one nucleus. To leave 1 cm² clean with probability 0.99, the mean density must be

N = −ln(0.99) cm⁻² = 0.01005 cm⁻².

The barrier must then rise by kT ln(1/0.01005) = 0.357 eV, to 4.286 eV. Because N and S enter as a product, each tenfold increase in the area to be kept clean, at the same probability, costs a further 0.179 eV.

**When defects decide**

A real mask may have scratches, impurities or pinholes at which the barrier has a lower value W_d. Let their density be N_d, and let Z and w be the same as elsewhere. While few of them are occupied, their rate compared with that of the perfect surface is

J_d/J = (N_d/Nₛ) exp[(W − W_d)/kT].

Provided N_d is well above the density Jt on the perfect surface, so that most defects are still empty at the crossover, they dominate when

W − W_d > kT ln(Nₛ/N_d).

Each factor of ten by which defects are rarer than ordinary sites therefore offsets 0.179 eV of barrier reduction. If each defect can hold one nucleus, their contribution cannot exceed N_d, and it stops growing with time once they are filled. A density that levels off during growth would be compatible with this case, whereas the uniform mask assumed in the estimate gives a density proportional to t. When defects dominate, the 3.9 eV still states what the perfect part of the mask must provide, but it no longer determines how clean the whole mask will be.

Numerical values quoted here were computed with a short program.
